**Smallest commensurate supercells from Hermite normal forms**

A wavevector $q=(m_1/n_1,m_2/n_2,m_3/n_3)$, with reduced fractions in the primitive reciprocal basis, fits a supercell of $L=\operatorname{lcm}(n_1,n_2,n_3)$ primitive cells, and the size of every supercell that it fits is a multiple of $L$. The rows of the integer matrix $S$ are the supercell vectors, and $q$ fits when $Sq$ is an integer vector. The program builds $S$ from explicit congruences and asserts agreement with an exhaustive search over all Hermite forms up to size 24 for 216 wavevectors, and with a direct count of the order of $q$ for 300 random ones. For $q=(1/4,5/6,2/3)$ the output shows a cell of size 12, against 72 for the smallest diagonal cell. For a two-atom fcc spring model, the program asserts that finite displacements in this cell reproduce the infinite-lattice dynamical matrix $D(q)$, and that all 72 supercell modes match the union over multiples of $q$. It also asserts that the same sum fails at the incommensurate wavevector $(1/5,0,0)$. Finally, it shortens the supercell vectors and finds that 28 cells of size 4 cover a $4\times4\times4$ grid, which saves cost for quadratic or cubic scaling but not for linear scaling.

## Numerical verification

```python
"""
Result under test: a wavevector q = (m1/n1, m2/n2, m3/n3), fractions in lowest
terms in the reciprocal primitive basis, fits a supercell of L = lcm(n1,n2,n3)
primitive cells, and every supercell that it fits has a size divisible by L.
S : integer supercell matrix, rows are supercell vectors in the primitive basis
    (upper triangular Hermite form); q fits when S q is an integer vector.
D(q) : dynamical matrix, here of a two-atom fcc crystal with central springs.
"""
import itertools
import random
from fractions import Fraction as Fr
from math import gcd, lcm
import numpy as np


def inverse_mod(value, modulus):
    return 0 if modulus == 1 else pow(value % modulus, -1, modulus)


def smallest_supercell(q):
    """Hermite form of the smallest supercell, from explicit congruences."""
    (m1, n1), (m2, n2), (m3, n3) = [(x.numerator, x.denominator) for x in q]
    g = gcd(n2, n3)
    l23 = lcm(n2, n3)
    g1 = gcd(n1, l23)
    s11, s22, s33 = n1 // g1, n2 // g, n3
    s23 = (-(n3 // g) * m2 * inverse_mod(m3, n3)) % n3
    s12 = (-(l23 // g1) * m1 * inverse_mod((n3 // g) * m2, s22)) % s22
    t = n3 * (s11 * q[0] + s12 * q[1])
    assert t.denominator == 1
    s13 = (-t.numerator * inverse_mod(m3, n3)) % n3
    return ((s11, s12, s13), (0, s22, s23), (0, 0, s33))


def times_q(S, q):
    return [sum(s * x for s, x in zip(row, q)) for row in S]


def fits(S, q):
    return all(x.denominator == 1 for x in times_q(S, q))


def order_of(q):
    """Least k > 0 with k q an integer vector, by direct counting."""
    k = 1
    while any((k * x.numerator) % x.denominator for x in q):
        k += 1
    return k


# ---- exhaustive search over all Hermite forms up to a maximum size ----
MAX_SIZE = 24
forms, sizes = [], []
for size in range(1, MAX_SIZE + 1):
    for a in range(1, size + 1):
        if size % a:
            continue
        for b in range(1, size // a + 1):
            if (size // a) % b:
                continue
            c = size // (a * b)
            for x, y, z in itertools.product(range(b), range(c), range(c)):
                forms.append(((a, x, y), (0, b, z), (0, 0, c)))
                sizes.append(size)
form_array, sizes = np.array(forms), np.array(sizes)
forms_of_size = np.bincount(sizes, minlength=MAX_SIZE + 1)


def search(q):
    """Indices of all listed Hermite forms that q fits."""
    common = q[0].denominator * q[1].denominator * q[2].denominator
    numerators = np.array([int(x * common) for x in q])
    return np.flatnonzero(np.all((form_array @ numerators) % common == 0, axis=1))


def check_by_search(q):
    L = lcm(*[x.denominator for x in q])
    hits = search(q)
    counts = np.bincount(sizes[hits], minlength=MAX_SIZE + 1)
    for size in range(1, MAX_SIZE + 1):
        expected = forms_of_size[size // L] if size % L == 0 else 0
        assert counts[size] == expected
    first = hits[sizes[hits] == L]
    assert len(first) == 1 and forms[first[0]] == smallest_supercell(q)
    return counts


fractions = sorted({Fr(m, n) for n in range(1, 5) for m in range(n)})
searched = list(itertools.product(fractions, repeat=3))
for wavevector in searched:
    check_by_search(wavevector)

# ---- larger denominators: size against the order found by counting ----
rng = random.Random(7)
random_trials = 300
largest_size = 0
for _ in range(random_trials):
    wavevector = []
    for _axis in range(3):
        n = rng.randint(1, 20)
        wavevector.append(Fr(rng.randint(-2 * n, 2 * n), n))
    S_trial = smallest_supercell(wavevector)
    size = S_trial[0][0] * S_trial[1][1] * S_trial[2][2]
    assert fits(S_trial, wavevector) and size == order_of(wavevector)
    largest_size = max(largest_size, size)

# ---- worked wavevector ----
q = (Fr(1, 4), Fr(5, 6), Fr(2, 3))
S = smallest_supercell(q)
S_np = np.array(S)
L = S[0][0] * S[1][1] * S[2][2]
counts = check_by_search(q)
diagonal_size = min(a * b * c for a, b, c in itertools.product(range(1, 13), repeat=3)
                    if fits(((a, 0, 0), (0, b, 0), (0, 0, c)), q))
assert diagonal_size == q[0].denominator * q[1].denominator * q[2].denominator

# ---- model crystal ----
lattice_constant = 4.0e-10                       # m
masses = np.array([2.0e-26, 4.0e-26])            # kg
spring_first, spring_second = 100.0, 10.0        # N/m
primitive = 0.5 * lattice_constant * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
basis = np.array([[0.0, 0.0, 0.0], [0.25, 0.25, 0.25]]) * lattice_constant
shells = [(np.sqrt(3) / 4 * lattice_constant, spring_first),
          (lattice_constant / np.sqrt(2), spring_second)]
bonds = []                                       # atom, atom, cell, vector, spring
for i, j in itertools.product(range(2), repeat=2):
    for cell in itertools.product(range(-3, 4), repeat=3):
        vector = np.array(cell) @ primitive + basis[j] - basis[i]
        for distance, spring in shells:
            if abs(np.linalg.norm(vector) - distance) < 1e-6 * lattice_constant:
                bonds.append((i, j, np.array(cell), vector, spring))
assert len(bonds) == 2 * (4 + 12)


def lattice_sum_D(wavevector):
    """Dynamical matrix from the infinite lattice, analytic force constants."""
    w = np.array([float(x) for x in wavevector])
    D = np.zeros((2, 3, 2, 3), complex)
    for i, j, cell, vector, spring in bonds:
        e = vector / np.linalg.norm(vector)
        K = spring * np.outer(e, e)
        D[i, :, i, :] += K / masses[i]
        D[i, :, j, :] -= K * np.exp(2j * np.pi * (w @ cell)) / np.sqrt(masses[i] * masses[j])
    return D.reshape(6, 6)


# ---- supercell force constants by finite displacements ----
cells = list(itertools.product(range(S[0][0]), range(S[1][1]), range(S[2][2])))
cell_index = {cell: n for n, cell in enumerate(cells)}


def fold(cell):
    cell = np.array(cell)
    for r in range(3):
        cell = cell - (cell[r] // S_np[r, r]) * S_np[r]
    return cell_index[tuple(int(x) for x in cell)]


start, end, rest, stiffness = [], [], [], []
for p in cells:
    for i, j, cell, vector, spring in bonds:
        start.append(2 * cell_index[p] + i)
        end.append(2 * fold(np.array(p) + cell) + j)
        rest.append(vector)
        stiffness.append(spring)
start, end = np.array(start), np.array(end)
rest, stiffness = np.array(rest), np.array(stiffness)
rest_length = np.linalg.norm(rest, axis=1)
n_atoms = 2 * L


def forces(displacement):
    d = rest + displacement[end] - displacement[start]
    length = np.linalg.norm(d, axis=1)
    pull = (stiffness * (length - rest_length) / length)[:, None] * d
    total = np.zeros((n_atoms, 3))
    np.add.at(total, start, pull)
    return total.ravel()


step = 1.0e-14                                   # m
force_constants = np.zeros((3 * n_atoms, 3 * n_atoms))
for column in range(3 * n_atoms):
    u = np.zeros(3 * n_atoms)
    u[column] = step
    u = u.reshape(n_atoms, 3)
    force_constants[:, column] = -(forces(u) - forces(-u)) / (2 * step)
root_mass = np.repeat(np.sqrt(np.tile(masses, L)), 3)
weighted = force_constants / np.outer(root_mass, root_mass)


def supercell_D(wavevector, representatives):
    w = np.array([float(x) for x in wavevector])
    D = np.zeros((6, 6), complex)
    for n, p in enumerate(representatives):
        D += weighted[:6, 6 * n:6 * n + 6] * np.exp(2j * np.pi * (w @ np.array(p)))
    return D


shifted = [np.array(p) + np.array([rng.randint(-2, 2) for _ in range(3)]) @ S_np
           for p in cells]
D_direct = lattice_sum_D(q)
D_super = supercell_D(q, cells)
scale = np.abs(D_direct).max()
error_fit = np.abs(D_super - D_direct).max() / scale
change_fit = np.abs(supercell_D(q, shifted) - D_super).max() / scale
# difference quotient: truncation of order (step/bond)^2 plus rounding
assert error_fit < 1e-7 and change_fit < 1e-10

q_misfit = (Fr(1, 5), Fr(0), Fr(0))
assert not fits(S, q_misfit)
D_misfit = lattice_sum_D(q_misfit)
scale_misfit = np.abs(D_misfit).max()
error_misfit = np.abs(supercell_D(q_misfit, cells) - D_misfit).max() / scale_misfit
change_misfit = np.abs(supercell_D(q_misfit, shifted)
                       - supercell_D(q_misfit, cells)).max() / scale_misfit
assert error_misfit > 1e-2 and change_misfit > 1e-2

squares_direct = np.linalg.eigvalsh(D_direct)
squares_super = np.linalg.eigvalsh((D_super + D_super.conj().T) / 2)
assert squares_direct.min() > 0 and squares_super.min() > 0
THz_direct = np.sqrt(squares_direct) / (2 * np.pi) / 1e12
THz_super = np.sqrt(squares_super) / (2 * np.pi) / 1e12

# all supercell modes against the union over the multiples of q
all_super = np.linalg.eigvalsh((weighted + weighted.T) / 2)
all_direct = np.sort(np.concatenate(
    [np.linalg.eigvalsh(lattice_sum_D([k * x for x in q])) for k in range(L)]))
spectrum_error = np.abs(all_super - all_direct).max() / all_direct.max()
assert spectrum_error < 1e-7

second_targets = {fold(cell) for i, j, cell, vector, spring in bonds if i == 0 and j == 0}
second_count = sum(1 for bond in bonds if bond[0] == 0 and bond[1] == 0)
assert len(second_targets) < second_count        # periodic images do overlap

# ---- shorter vectors for the same supercell lattice ----
def length_of(v):
    return np.linalg.norm(np.array(v) @ primitive) * 1e9     # nm


reduced = S_np.copy()
changed = True
while changed:
    changed = False
    for r in range(3):
        s, t = [x for x in range(3) if x != r]
        for c, d in itertools.product((-1, 0, 1), repeat=2):
            trial = reduced[r] + c * reduced[s] + d * reduced[t]
            if length_of(trial) < length_of(reduced[r]) - 1e-9:
                reduced[r] = trial
                changed = True
unimodular = reduced @ np.linalg.inv(S_np)
assert np.allclose(unimodular, np.rint(unimodular), atol=1e-9)
assert abs(abs(np.linalg.det(unimodular)) - 1) < 1e-9
assert fits([[int(x) for x in row] for row in reduced], q)
candidates = [v for v in itertools.product(range(-6, 7), repeat=3)
              if any(v) and sum(a * x for a, x in zip(v, q)).denominator == 1]
shortest = []
for v in sorted(candidates, key=length_of):
    if np.linalg.matrix_rank(np.array(shortest + [v])) == len(shortest) + 1:
        shortest.append(v)
    if len(shortest) == 3:
        break
reduced_lengths = sorted(length_of(v) for v in reduced)
assert np.allclose(reduced_lengths, [length_of(v) for v in shortest], atol=1e-9)

# ---- whole sampling grid ----
N = 4
grid = [tuple(Fr(x, N) for x in k) for k in itertools.product(range(N), repeat=3)]
needed = {smallest_supercell(k) for k in grid if order_of(k) == N}
assert all(any(fits(cell, k) for cell in needed) for k in grid)
assert max(order_of(k) for k in grid) == N
cost_ratio = {p: len(needed) * N**p / (N**3)**p for p in (1, 2, 3)}
assert cost_ratio[1] > 1 > cost_ratio[2] > cost_ratio[3]

# ---- printed results ----
print("wavevector q (fractions):", ", ".join(str(x) for x in q))
print("Hermite supercell matrix S, rows:", S)
print("S q (integers):", [int(x) for x in times_q(S, q)])
print("size of S (primitive cells):", L)
print("smallest diagonal supercell (primitive cells):", diagonal_size)
print("Hermite forms of size 12, all:", forms_of_size[12], " fitting q:", counts[12])
print("Hermite forms of sizes 1-11, all:", forms_of_size[1:12].sum(),
      " fitting q:", counts[1:12].sum())
print("Hermite forms of size 24, all:", forms_of_size[24], " fitting q:", counts[24])
print("wavevectors searched exhaustively:", len(searched), " up to size:", MAX_SIZE)
print("random wavevectors checked:", random_trials, " largest size:", largest_size)
print("lattice constant (nm):", round(lattice_constant * 1e9, 3))
print("masses (kg):", masses[0], masses[1])
print("springs, first and second neighbours (N/m):", spring_first, spring_second)
print("displacement step (m):", step)
print("atoms in supercell:", n_atoms, " modes:", 3 * n_atoms)
print("second neighbours of an atom:", second_count,
      " distinct supercell atoms they fold onto:", len(second_targets))
print("frequencies at q, supercell (THz):", " ".join(f"{x:.4f}" for x in THz_super))
print("frequencies at q, lattice sum (THz):", " ".join(f"{x:.4f}" for x in THz_direct))
print(f"relative error of D at q: {error_fit:.1e}")
print(f"relative change of D at q, other representatives: {change_fit:.1e}")
print("incommensurate wavevector:", ", ".join(str(x) for x in q_misfit))
print(f"relative error of D there: {error_misfit:.3f}")
print(f"relative change of D there, other representatives: {change_misfit:.3f}")
print(f"relative error, all modes against multiples of q: {spectrum_error:.1e}")
print("vector lengths of S (nm):", " ".join(f"{length_of(v):.4f}" for v in S_np))
print("reduced matrix, rows:", reduced.tolist())
print("vector lengths, reduced (nm):", " ".join(f"{length_of(v):.4f}" for v in reduced))
print("grid points of 4x4x4 grid:", len(grid), " supercells needed:", len(needed),
      " size of each:", N)
for p in (1, 2, 3):
    print(f"grid cost ratio to one 64-cell supercell, cost ~ size^{p}: {cost_ratio[p]:.5f}")
print("done: every assertion held")
```

Running it gives:

```
wavevector q (fractions): 1/4, 5/6, 2/3
Hermite supercell matrix S, rows: ((2, 1, 1), (0, 2, 2), (0, 0, 3))
S q (integers): [2, 3, 2]
size of S (primitive cells): 12
smallest diagonal supercell (primitive cells): 72
Hermite forms of size 12, all: 455  fitting q: 1
Hermite forms of sizes 1-11, all: 870  fitting q: 0
Hermite forms of size 24, all: 2015  fitting q: 7
wavevectors searched exhaustively: 216  up to size: 24
random wavevectors checked: 300  largest size: 3344
lattice constant (nm): 0.4
masses (kg): 2e-26 4e-26
springs, first and second neighbours (N/m): 100.0 10.0
displacement step (m): 1e-14
atoms in supercell: 24  modes: 72
second neighbours of an atom: 12  distinct supercell atoms they fold onto: 8
frequencies at q, supercell (THz): 5.2435 6.5233 10.5748 15.8990 16.9722 17.6632
frequencies at q, lattice sum (THz): 5.2435 6.5233 10.5748 15.8990 16.9722 17.6632
relative error of D at q: 1.7e-09
relative change of D at q, other representatives: 8.7e-16
incommensurate wavevector: 1/5, 0, 0
relative error of D there: 0.305
relative change of D there, other representatives: 2.039
relative error, all modes against multiples of q: 1.8e-09
vector lengths of S (nm): 0.9381 0.9798 0.8485
reduced matrix, rows: [[2, -1, -1], [0, 2, -1], [0, 0, 3]]
vector lengths, reduced (nm): 0.4899 0.4899 0.8485
grid points of 4x4x4 grid: 64  supercells needed: 28  size of each: 4
grid cost ratio to one 64-cell supercell, cost ~ size^1: 1.75000
grid cost ratio to one 64-cell supercell, cost ~ size^2: 0.10938
grid cost ratio to one 64-cell supercell, cost ~ size^3: 0.00684
done: every assertion held
```
